# The Density-Gradient Quantum Potential and Its Factor One Third: a numerical check

```python
"""
Result under test: for Boltzmann electrons in equilibrium in a smooth potential V,
    mu = V + kT ln(n/Nc) + Q/3 + O(hbar^4),  Q = -(hbar^2/2m) (sqrt n)''/sqrt n,
whereas a single real eigenstate obeys E = V + Q.
Symbols: n density, Nc = sqrt(m kT/(2 pi hbar^2)) per spin in one dimension,
beta = 1/kT, rho = <x|exp(-beta H)|x'>, P momentum flux (stress), mu = 0.
Hartree atomic units; hbar = 1 is the physical value, and smaller values are
used only to measure the order of the error. Reference data come from
diagonalization of H on a periodic Fourier grid.
"""
import numpy as np
from scipy import constants as sc

HARTREE = sc.physical_constants["Hartree energy"][0]
BOHR = sc.physical_constants["Bohr radius"][0]


def derivative_matrix(size, length):
    """Spectral first derivative on a periodic grid with an odd number of points."""
    j = np.arange(size)
    diff = j[:, None] - j[None, :]
    sine = np.sin(np.pi * diff / size)
    np.fill_diagonal(sine, 1.0)
    D = (np.pi / length) * (-1.0) ** np.abs(diff) / sine
    np.fill_diagonal(D, 0.0)
    return D


def diagonalize(V, D, step, mass, hbar):
    H = -(hbar**2 / (2 * mass)) * (D @ D) + np.diag(V)
    energy, psi = np.linalg.eigh(0.5 * (H + H.T))
    return energy, psi / np.sqrt(step)


def bohm(n, D, mass, hbar):
    n1 = D @ n
    n2 = D @ n1
    return -(hbar**2 / (2 * mass)) * (n2 / (2 * n) - n1**2 / (4 * n**2))


# ---------------- model ----------------
mass, temperature, length, V0, size = 0.25, 300.0, 800.0, 1.0e-3, 201
kT = sc.k * temperature / HARTREE
beta = 1 / kT
step = length / size
x = step * np.arange(size)
K = 2 * np.pi / length
V = V0 * (np.cos(K * x) + 0.3 * np.sin(2 * K * x))
D = derivative_matrix(size, length)
V1 = D @ V
V2 = D @ V1
well = int(np.argmin(V))
p_thermal = np.sqrt(mass * kT)


def analyse(hbar, half_sep):
    """Quantum equilibrium data and residuals of each hbar^2 formula."""
    energy, psi = diagonalize(V, D, step, mass, hbar)
    weight = np.exp(-beta * energy)
    rho = (psi * weight) @ psi.T
    n = np.diag(rho).copy()
    Nc = np.sqrt(mass * kT / (2 * np.pi * hbar**2))
    log_n = np.log(n / Nc)
    curv = D @ (D @ log_n)
    Q = bohm(n, D, mass, hbar)
    dpsi = D @ psi
    ddpsi = D @ dpsi
    P = hbar**2 / (2 * mass) * ((dpsi**2 - psi * ddpsi) @ weight)
    # variance over the mixture of the logarithmic slopes of the state densities
    slope_var = 4 * (dpsi**2 @ weight) / n - ((D @ n) / n) ** 2
    spread = hbar**2 / (4 * mass) * slope_var
    res = {}
    # Wigner function from its definition, against the expansion
    i = np.arange(size)[:, None]
    j = np.arange(-50, 51)[None, :]
    strip = rho[(i + j) % size, (i - j) % size]
    worst = 0.0
    for p in (0.0, p_thermal, 1.5 * p_thermal):
        W = 2 * step * np.sum(strip * np.cos(2 * j * step * p / hbar), axis=1)
        w = (-beta**2 * V2 / (8 * mass) + beta**3 * V1**2 / (24 * mass)
             + beta**3 * p**2 * V2 / (24 * mass**2))
        ratio = W * np.exp(beta * (p**2 / (2 * mass) + V))
        worst = max(worst, np.max(np.abs(ratio - 1 - hbar**2 * w)))
    res["Wigner function"] = worst
    dens = -beta**2 * V2 / (12 * mass) + beta**3 * V1**2 / (24 * mass)
    res["density"] = np.max(np.abs(n / Nc * np.exp(beta * V) - 1 - hbar**2 * dens))
    res["density-gradient law"] = np.max(np.abs(V + kT * log_n + Q / 3)) / kT
    stress_formula = kT - hbar**2 / (12 * mass) * curv
    res["stress"] = np.max(np.abs(P / n - stress_formula)) / kT
    # density matrix at separation s against the mean of ln n along the segment
    s = 2 * half_sep * step
    k = np.arange(size // 2 + 1)
    coeff = np.fft.rfft(log_n)
    line = np.fft.irfft(coeff * np.sinc(k * s / length), size) - log_n
    ends = np.fft.irfft(coeff * np.cos(np.pi * k * s / length), size) - log_n
    ii = np.arange(size)
    off = rho[(ii + half_sep) % size, (ii - half_sep) % size]
    measured = np.log(off / n) + mass * s**2 / (2 * beta * hbar**2)
    res["segment-mean rule"] = np.max(np.abs(measured - line))
    factor = -np.dot(Q, V + kT * log_n) / np.dot(Q, Q)
    bohm_curv = hbar**2 / (4 * mass) * curv
    cancelled = np.dot(bohm_curv, spread - kT) / np.dot(bohm_curv, bohm_curv)
    return dict(res=res, n=n, Nc=Nc, log_n=log_n, Q=Q, P=P, spread=spread,
                bohm_curv=bohm_curv, factor=factor, cancelled=cancelled,
                end_ratio=measured[well] / ends[well], energy=energy, psi=psi, s=s)


runs = {1.0: analyse(1.0, 8), 0.5: analyse(0.5, 4), 0.25: analyse(0.25, 2)}
full, half, quarter = runs[1.0], runs[0.5], runs[0.25]
orders = {}
for name in full["res"]:
    orders[name] = np.log2(half["res"][name] / quarter["res"][name])
    assert abs(orders[name] - 4) < 0.25, (name, orders[name])
assert abs(quarter["factor"] - 1 / 3) < 3e-3
assert abs(quarter["cancelled"] - 2 / 3) < 5e-3
assert abs(quarter["end_ratio"] - 1 / 3) < 5e-3

# exact relations at hbar = 1: force balance and splitting of the stress
force_error = np.max(np.abs(full["n"] * V1 + D @ full["P"])) / np.max(np.abs(full["n"] * V1))
assert force_error < 1e-7
split_error = np.max(np.abs(full["P"] / full["n"] - full["spread"] + full["bohm_curv"])) / kT
assert split_error < 1e-7

# pure state: V + Q is constant and equals the eigenvalue
ground = full["psi"][:, 0] ** 2
Q_ground = bohm(ground, D, mass, 1.0)
pure_error = np.max(np.abs(V + Q_ground - full["energy"][0]))
assert pure_error < 1e-8


# ---------------- density-gradient equation solved for n ----------------
def solve_density(factor):
    """Newton solution of V + kT ln(n/Nc) + factor*Q = 0, with u = ln(n/Nc)/2."""
    b = factor / (2 * mass)
    u = -beta * V / 2
    D2 = D @ D
    for _ in range(40):
        u1 = D @ u
        F = V + 2 * kT * u - b * (D2 @ u + u1**2)
        J = 2 * kT * np.eye(size) - b * (D2 + 2 * u1[:, None] * D)
        change = np.linalg.solve(J, F)
        u = u - change
        if np.max(np.abs(change)) < 1e-11:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    return np.exp(2 * u)


n_quantum = full["n"] / full["Nc"]
solutions = {"0": solve_density(0.0), "1/3": solve_density(1 / 3), "1": solve_density(1.0)}
errors = {key: np.max(np.abs(val / n_quantum - 1)) for key, val in solutions.items()}
assert errors["1/3"] < errors["0"] / 5 and errors["1/3"] < errors["1"] / 5


# ---------------- two dimensions, nonseparable potential ----------------
def two_dimensions(hbar, size2=31):
    h2 = length / size2
    g = h2 * np.arange(size2)
    X, Y = np.meshgrid(g, g, indexing="ij")
    pot = (V0 * (np.cos(K * X) * np.cos(K * Y) + 0.5 * np.sin(K * (X + Y)))).ravel()
    d = derivative_matrix(size2, length)
    one = np.eye(size2)
    Dx, Dy = np.kron(d, one), np.kron(one, d)
    Dxy = np.kron(d, d)
    lap = np.kron(d @ d, one) + np.kron(one, d @ d)
    H = -(hbar**2 / (2 * mass)) * lap + np.diag(pot)
    e, c = np.linalg.eigh(0.5 * (H + H.T))
    rho = (c * np.exp(-beta * e)) @ c.T / h2**2
    n = np.diag(rho).copy()
    log_n = np.log(n * 2 * np.pi * hbar**2 / (mass * kT))
    root = np.sqrt(n)
    Q = -(hbar**2 / (2 * mass)) * (lap @ root) / root
    factor = -np.dot(Q, pot + kT * log_n) / np.dot(Q, Q)
    Pxy = hbar**2 / (2 * mass) * (np.sum((Dx @ rho) * Dy, axis=1)
                                  - np.sum(Dxy * rho, axis=1))
    pure_form = -(hbar**2 / (4 * mass)) * (Dxy @ log_n)
    shear = np.dot(Pxy / n, pure_form) / np.dot(pure_form, pure_form)
    return np.array([factor, shear])


two_a, two_b = two_dimensions(1.0), two_dimensions(0.75)
two_limit = (two_b - 0.75**2 * two_a) / (1 - 0.75**2)
assert np.all(np.abs(two_limit - 1 / 3) < 0.01), two_limit

# ---------------- harmonic oscillator, m = hbar = omega = 1 ----------------
box = 24.0
y = box / size * (np.arange(size) - size // 2)
Dh = derivative_matrix(size, box)
e_h, psi_h = diagonalize(y**2 / 2, Dh, box / size, 1.0, 1.0)
oscillator = []
for a in (0.1, 0.25, 1.0, 4.0):
    if a == 0.1:
        # wider thermal cloud: needs a wider box
        yy = 2 * y
        Dw = derivative_matrix(size, 2 * box)
        ee, pp = diagonalize(yy**2 / 2, Dw, 2 * box / size, 1.0, 1.0)
    else:
        yy, Dw, ee, pp = y, Dh, e_h, psi_h
    b_h = 2 * a
    n_h = pp**2 @ np.exp(-b_h * (ee - ee[0]))
    sigma = np.sqrt(np.sum(yy**2 * n_h) / np.sum(n_h))
    inside = np.abs(yy) < 2 * sigma
    q_h = bohm(n_h, Dw, 1.0, 1.0)[inside]
    target = -(yy**2 / 2 + np.log(np.abs(n_h)) / b_h)[inside]
    A = np.column_stack([q_h, np.ones(q_h.size)])
    fitted = np.linalg.lstsq(A, target, rcond=None)[0][0]
    coth = 1 / np.tanh(a)
    formula = coth * (coth - 1 / a)
    assert abs(fitted - formula) < 1e-5, (a, fitted, formula)
    oscillator.append((a, fitted, formula))

# ---------------- output ----------------
print(f"mass = {mass} electron masses, temperature = {temperature:.0f} K")
print(f"kT = {kT:.6e} hartree = {kT * HARTREE / sc.e * 1e3:.3f} meV")
print(f"period = {length:.0f} bohr = {length * BOHR * 1e9:.2f} nm, V0 = {V0:.4f} hartree")
print(f"thermal length hbar/sqrt(m kT) = {1 / p_thermal:.3f} bohr")
print(f"largest hbar^2 beta^2 |V''|/m = {beta**2 * np.max(np.abs(V2)) / mass:.4f}")
print(f"largest hbar^2 beta^3 V'^2/m = {beta**3 * np.max(V1**2) / mass:.4f}")
print("largest residuals (dimensionless) at hbar = 1, 0.5, 0.25; order in hbar:")
for name in full["res"]:
    r = [runs[q]["res"][name] for q in (1.0, 0.5, 0.25)]
    print(f"  {name}: {r[0]:.3e} {r[1]:.3e} {r[2]:.3e}; {orders[name]:.3f}")
print("fits at hbar = 1, 0.5, 0.25 (dimensionless):")
for key, label in (("factor", "factor multiplying Q"),
                   ("cancelled", "fraction of Bohm stress cancelled by spread"),
                   ("end_ratio", "thermal / two-end curvature at well minimum")):
    print(f"  {label}: " + " ".join(f"{runs[q][key]:.5f}" for q in (1.0, 0.5, 0.25)))
print("separations s used for the segment rule: "
      + " ".join(f"{runs[q]['s']:.2f}" for q in (1.0, 0.5, 0.25)) + " bohr")
print(f"well minimum at x = {x[well]:.2f} bohr; terms there in 1e-6 hartree:")
terms = (V[well], kT * full["log_n"][well], full["Q"][well], full["Q"][well] / 3)
for label, value in zip(("V", "kT ln(n/Nc)", "Q", "Q/3"), terms):
    print(f"  {label} = {value * 1e6:.3f}")
print(f"  V + kT ln(n/Nc) + Q/3 = {(terms[0] + terms[1] + terms[3]) * 1e6:.3f}")
print(f"n/Nc at well minimum, mu = 0, quantum: {n_quantum[well]:.5f}")
for key in solutions:
    print(f"  factor {key}: n/Nc = {solutions[key][well]:.5f}, "
          f"largest density error anywhere = {100 * errors[key]:.3f} %")
print(f"ground-state energy = {full['energy'][0] * 1e6:.3f} 1e-6 hartree")
print(f"ground state, largest |V + Q - E| = {pure_error:.1e} hartree")
print(f"force balance, relative error = {force_error:.1e}")
print(f"stress splitting, error/kT = {split_error:.1e}")
print("two dimensions, hbar = 1, 0.75, extrapolated to 0 (dimensionless):")
print(f"  factor multiplying Q: {two_a[0]:.5f} {two_b[0]:.5f} {two_limit[0]:.5f}")
print(f"  shear stress / pure-state form: {two_a[1]:.5f} {two_b[1]:.5f} {two_limit[1]:.5f}")
print("oscillator: a = hbar omega/(2kT), factor from density, from formula:")
for a, fitted, formula in oscillator:
    print(f"  {a:.2f} {fitted:.6f} {formula:.6f}")
print("success")
```

It prints:

```
mass = 0.25 electron masses, temperature = 300 K
kT = 9.500435e-04 hartree = 25.852 meV
period = 800 bohr = 42.33 nm, V0 = 0.0010 hartree
thermal length hbar/sqrt(m kT) = 64.887 bohr
largest hbar^2 beta^2 |V''|/m = 0.5338
largest hbar^2 beta^3 V'^2/m = 0.7365
largest residuals (dimensionless) at hbar = 1, 0.5, 0.25; order in hbar:
  Wigner function: 5.847e-03 3.961e-04 2.529e-05; 3.969
  density: 2.988e-03 1.996e-04 1.270e-05; 3.975
  density-gradient law: 1.970e-03 1.362e-04 8.747e-06; 3.961
  stress: 2.249e-03 1.588e-04 1.026e-05; 3.953
  segment-mean rule: 1.056e-03 7.595e-05 4.930e-06; 3.945
fits at hbar = 1, 0.5, 0.25 (dimensionless):
  factor multiplying Q: 0.34118 0.33537 0.33385
  fraction of Bohm stress cancelled by spread: 0.65924 0.66471 0.66617
  thermal / two-end curvature at well minimum: 0.35188 0.33822 0.33457
separations s used for the segment rule: 63.68 31.84 15.92 bohr
well minimum at x = 346.27 bohr; terms there in 1e-6 hartree:
  V = -1136.464
  kT ln(n/Nc) = 1099.104
  Q = 107.370
  Q/3 = 35.790
  V + kT ln(n/Nc) + Q/3 = -1.569
n/Nc at well minimum, mu = 0, quantum: 3.18006
  factor 0: n/Nc = 3.30760, largest density error anywhere = 4.868 %
  factor 1/3: n/Nc = 3.18461, largest density error anywhere = 0.169 %
  factor 1: n/Nc = 2.99253, largest density error anywhere = 8.963 %
ground-state energy = -827.357 1e-6 hartree
ground state, largest |V + Q - E| = 5.3e-11 hartree
force balance, relative error = 4.0e-11
stress splitting, error/kT = 4.1e-12
two dimensions, hbar = 1, 0.75, extrapolated to 0 (dimensionless):
  factor multiplying Q: 0.33930 0.33671 0.33338
  shear stress / pure-state form: 0.33896 0.33653 0.33340
oscillator: a = hbar omega/(2kT), factor from density, from formula:
  0.10 0.334221 0.334221
  0.25 0.338840 0.338840
  1.00 0.411026 0.411026
  4.00 0.751175 0.751175
success
```
